# Kramers' Oscillator Strength and the Bound-Bound Gaunt Factor in Hydrogen

An electron of mass $m$ moves classically in the attractive potential $-k/r$ with zero total energy. Its orbit is a parabola. All parabolas have the same shape, and the angular momentum $L$ fixes the size, the pericentre distance being $L^2/(2mk)$. Let $\mathbf a_\omega=\int \mathbf a\,e^{i\omega t}dt$ be the Fourier component of its acceleration, which has the unit of a velocity. Then $\int 2L\,dL\,|\mathbf a_\omega|^2$ has the unit of (angular momentum × velocity)², which is the unit of $k^2$, since $mvr\cdot v$ is an energy times a length. No dimensionless number can be formed from $m$, $k$ and $\omega$, so

$$\int_0^\infty 2L\,dL\,|\mathbf a_\omega|^2=C\,k^2 ,$$

with a pure number $C$, the same at every frequency.

This fixes the form of the radiative strength between two hydrogen shells $n'<n$, provided that the transition is governed by motion near the nucleus, where the binding energy is negligible. The energies then enter through the frequency $\omega$ alone, and each shell contributes one more factor, the normalization of its wave functions. The probability of finding the electron near the nucleus is inversely proportional to the orbital period, hence to $n^3$ or $n'^3$. A squared matrix element of position is that of acceleration divided by $\omega^4$, so the total strength must be proportional to $1/(n^3n'^3\omega^4)$. The constant and the range of validity require the calculation.

Atomic units are used from here on. The nucleus has charge 1 and infinite mass, the electron is nonrelativistic and its spin is left out. The energies are $E_n=-1/(2n^2)$, and

$$\omega=\frac12\left(\frac1{n'^2}-\frac1{n^2}\right).$$

The absorption oscillator strength of one lower orbital is $\frac23\omega$ times the sum of $|\langle \text{upper}|\mathbf r|\text{lower}\rangle|^2$ over the upper orbitals. Averaged over the $n'^2$ orbitals of the lower shell it is

$$f=\frac{2\omega}{3n'^2}\,S,\qquad S=\sum_{lm,\,l'm'}|\langle nlm|\mathbf r|n'l'm'\rangle|^2. \tag{1}$$

**From the quantum sum to a classical orbit.** Write the radial functions as $u/r$ and let $R=\int u\,r\,u'\,dr$, where the prime on $u'$ marks the lower state. The angular factor is the sum over $m,m'$ of $|\langle lm|\hat{\mathbf r}|l'm'\rangle|^2$. The addition theorem turns it into

$$\frac{(2l+1)(2l'+1)}2\int_{-1}^1P_l(x)\,x\,P_{l'}(x)\,dx .$$

Insert $(2l'+1)xP_{l'}=(l'+1)P_{l'+1}+l'P_{l'-1}$ and $\int P_l^2dx=2/(2l+1)$. The result is $l'+1$ for $l=l'+1$, $l'$ for $l=l'-1$, and zero otherwise. Thus

$$S=\sum_{l'}\sum_{l=l'\pm1}\max(l,l')\,R^2. \tag{2}$$

Next, $R$ is expressed through the acceleration. From $[H,\mathbf r]=-i\mathbf p$ follows $\omega\langle\mathbf r\rangle=-i\langle\mathbf p\rangle$, where the brackets are matrix elements from lower to upper state. From $[H,\mathbf p]=i\nabla V$, with $\nabla V=\hat{\mathbf r}/r^2$, follows $\omega\langle\mathbf p\rangle=i\langle\hat{\mathbf r}/r^2\rangle$. Together they give $\omega^2\langle\mathbf r\rangle=\langle\hat{\mathbf r}/r^2\rangle$. The angular factor is common to both sides, so

$$\omega^2R=\int u\,\frac1{r^2}\,u'\,dr. \tag{3}$$

The WKB form of a radial function between its turning points is

$$u=\sqrt{\frac4{Tv}}\cos\Phi,\qquad \Phi=\int_{r_1}^r v\,dr-\frac\pi4,\qquad v=\sqrt{2E+\frac2r-\frac{L^2}{r^2}} .$$

Here $L=l+\frac12$ is the usual WKB replacement for $\sqrt{l(l+1)}$, $r_1$ is the inner turning point, and $T=2\pi n^3$ is the period of a Kepler orbit with semimajor axis $n^2$. With $\cos^2\Phi$ replaced by its mean $\frac12$, the norm is $(2/T)\int dr/v=(2/T)(T/2)=1$.

The product of two such functions contains $\cos\Phi\cos\Phi'=\frac12[\cos(\Phi-\Phi')+\cos(\Phi+\Phi')]$. The second term oscillates rapidly and is dropped. This holds to leading order even at the turning point, where $u$ is an Airy function: $\int_{-X}^\infty \mathrm{Ai}^2dx=X\,\mathrm{Ai}^2(-X)+\mathrm{Ai}'^2(-X)$ tends to $\sqrt X/\pi$ for large $X$, which is what the slowly varying term alone gives.

The difference of phases is expanded about the mean energy and mean angular momentum. The derivatives are

$$\frac{\partial\Phi}{\partial E}=\int_{r_1}^r\frac{dr}v=t,\qquad \frac{\partial\Phi}{\partial L}=-\int_{r_1}^r\frac{L\,dr}{r^2v}=-\theta ,$$

the time and the polar angle counted from the pericentre. The moving limit $r_1$ adds nothing, because $v=0$ there. For $l=l'\pm1$ this gives $\Phi-\Phi'=\omega t\mp\theta$. With $dr/v=dt$, and with the outgoing half of the orbit doubled to the whole orbit, equation (3) becomes

$$\omega^2R_\pm=\frac1{\sqrt{TT'}}\int_{-\infty}^{\infty}\frac{\cos(\omega t\mp\theta)}{r^2}\,dt. \tag{4}$$

The infinite limits anticipate that distant parts of the orbit do not matter.

The acceleration has components $-\cos\theta/r^2$, even in $t$, and $-\sin\theta/r^2$, odd in $t$. Let $X=\int r^{-2}\cos\theta\cos\omega t\,dt$ and $Y=\int r^{-2}\sin\theta\sin\omega t\,dt$. Then $|\mathbf a_\omega|^2=X^2+Y^2$, while the integrals in (4) are $X\pm Y$. Their squares add up to $2(X^2+Y^2)$. The mean angular momentum of a transition, $\frac12(l+\frac12+l'+\frac12)$, equals $\max(l,l')$, which is the weight in (2). Each integer $L\geq1$ below $n'$ belongs to one transition of either sign, so that, with the sum replaced by an integral,

$$S=\frac1{TT'\omega^4}\int_0^\infty2L\,dL\,|\mathbf a_\omega|^2,\qquad TT'=4\pi^2n^3n'^3. \tag{5}$$

**Where the parabola is justified.** Near the nucleus the time scale at radius $r$ is $r^{3/2}$. The frequency $\omega$ therefore selects $r\sim\omega^{-2/3}$ and $L\sim\sqrt r\sim\omega^{-1/3}$. The binding energy of the lower shell, the larger of the two, is negligible against $1/r$ if $n'^{-2}\ll\omega^{2/3}$, or $n'^3\omega\gg1$. The same condition puts the important $L$ far below $n'$. Replacing the sum by an integral and using WKB require $L\gg1$, or $\omega\ll1$. Now

$$n'^3\omega=\frac{n+n'}{2n}\cdot\frac{n'(n-n')}{n},\qquad \frac{n'(n-n')}n=\left(\frac1{n'}+\frac1{n-n'}\right)^{-1},$$

and the first factor lies between $\frac12$ and 1. Hence $n'^3\omega$ is large when both $n'$ and $n-n'$ are large, and not otherwise. The condition $\omega\ll1$ then follows from $\omega<1/(2n'^2)$.

**The constant.** The zero-energy orbit is $r=L^2/(1+\cos\theta)$. With $\tau=\tan(\theta/2)$ one has $1+\cos\theta=2/(1+\tau^2)$, and therefore

$$x=\frac{L^2}2(1-\tau^2),\qquad y=L^2\tau,\qquad dt=\frac{r^2d\theta}L=\frac{L^3}2(1+\tau^2)\,d\tau .$$

With $\mu=\omega L^3/3$ the phase is $\omega t=\frac{3\mu}2(\tau+\tau^3/3)$. The velocity vanishes at infinity, so integration by parts gives $\mathbf a_\omega=-i\omega\mathbf v_\omega$. From $\dot x\,dt=-L^2\tau\,d\tau$ and $\dot y\,dt=L^2d\tau$,

$$v_{x,\omega}=-2iL^2\int_0^\infty\tau\sin(\omega t)\,d\tau,\qquad v_{y,\omega}=2L^2\int_0^\infty\cos(\omega t)\,d\tau .$$

Put $\tau=2\sinh w$. Since $3\sinh w+4\sinh^3w=\sinh3w$, the phase becomes $\mu\sinh3w$. With $d\tau=2\cosh w\,dw$, $\tau\,d\tau=2\sinh2w\,dw$ and $q=3w$, the two integrals are

$$\frac23\int_0^\infty\sinh\frac{2q}3\sin(\mu\sinh q)\,dq,\qquad \frac23\int_0^\infty\cosh\frac q3\cos(\mu\sinh q)\,dq .$$

They follow from the modified Bessel function $K_\nu(\mu)=\frac12\int_{-\infty}^\infty e^{\nu q-\mu\cosh q}dq$. Shifting the path by $i\pi/2$, allowed for $|\nu|<1$, turns $\cosh q$ into $i\sinh q$:

$$e^{-i\nu\pi/2}K_\nu(\mu)=\int_0^\infty\left[\cosh\nu q\cos(\mu\sinh q)-i\sinh\nu q\sin(\mu\sinh q)\right]dq .$$

The imaginary part at $\nu=\frac23$ and the real part at $\nu=\frac13$ both carry the factor $\sqrt3/2$. The two integrals are therefore $K_{2/3}/\sqrt3$ and $K_{1/3}/\sqrt3$, and

$$|\mathbf a_\omega|^2=\frac43\,\omega^2L^4\left[K_{1/3}^2(\mu)+K_{2/3}^2(\mu)\right].$$

In the integral over $L$, $d\mu=\omega L^2dL$ gives $\omega^2L^5dL=3\mu\,d\mu$, so that

$$C=\int_0^\infty2L\,dL\,|\mathbf a_\omega|^2=8\int_0^\infty\mu\left(K_{1/3}^2+K_{2/3}^2\right)d\mu .$$

The frequency has dropped out, as the dimensional argument required. The rule $K_\nu'=-K_{\nu-1}-(\nu/\mu)K_\nu$, with $K_{-\nu}=K_\nu$, gives

$$\frac{d}{d\mu}\left(\mu K_{1/3}K_{2/3}\right)=\left(1-\frac13-\frac23\right)K_{1/3}K_{2/3}-\mu\left(K_{1/3}^2+K_{2/3}^2\right).$$

The first term is zero. The integral is thus the value of $\mu K_{1/3}K_{2/3}$ at $\mu\to0$, since the product vanishes at infinity. There $K_\nu\to\frac12\Gamma(\nu)(2/\mu)^\nu$, and the value is $\frac12\Gamma(\frac13)\Gamma(\frac23)=\frac12\pi/\sin(\pi/3)=\pi/\sqrt3$. Hence $C=8\pi/\sqrt3\approx14.510$, and (5) and (1) give

$$S_K=\frac2{\pi\sqrt3\,n^3n'^3\omega^4},\qquad f_K=\frac4{3\pi\sqrt3\,n^3n'^5\omega^3}.$$

Inserting $\omega$ produces a factor $2^3$ and Kramers' formula,

$$f_K=\frac{32}{3\pi\sqrt3}\left(\frac1{n'^2}-\frac1{n^2}\right)^{-3}\frac1{n'^5n^3},\qquad \frac{32}{3\pi\sqrt3}\approx1.96028. \tag{6}$$

**The Gaunt factor.** For any pair of shells the bound-bound Gaunt factor is defined by

$$g(n',n)=\frac f{f_K}=\frac S{S_K}. \tag{7}$$

Both $S$ and $S_K$ are symmetric in the two shells, so the same $g$ corrects absorption and emission. In the range of validity of (6) it tends to 1. Exact sums (2), evaluated in rational arithmetic with the hydrogen radial functions, give for $n=2n'$ the values $g=0.905$, $0.941$, $0.964$ and $0.977$ at $n'=5$, 10, 20 and 40. The neglected binding energy, relative to $1/r$, is of order $(n'^3\omega)^{-2/3}$, which at a fixed ratio $n/n'$ falls as $n'^{-2/3}$. The deviation $1-g$ falls between $n'=20$ and 40 with the exponent $-0.68$, in agreement with this estimate.

If instead $n'$ grows at a fixed step $s=n-n'$, then $n'^3\omega$ stays finite and the whole ellipse matters. The two orbits nearly coincide, $\omega=s/n^3=2\pi s/T$, and the WKB argument applied directly to $R$ gives $S=\int_0^n2L\,dL\,|\mathbf r_s|^2$, with $\mathbf r_s=T^{-1}\int_0^T\mathbf r\,e^{i\omega t}dt$. Let $\epsilon$ be the eccentricity, and in this fixed-step calculation let $u$ denote the eccentric anomaly (not the radial function), an angle that runs from 0 to $2\pi$ in one period. The orbit is

$$x=n^2(\cos u-\epsilon),\qquad y=n^2\sqrt{1-\epsilon^2}\,\sin u,\qquad \omega t=s(u-\epsilon\sin u).$$

Integration by parts leaves integrals of $\sin u$ and $\cos u$ times $e^{i\omega t}$. From $J_s(z)=\frac1{2\pi}\int_0^{2\pi}e^{i(su-z\sin u)}du$, the mean of $\sin u\,e^{i\omega t}$ over $u$ is $iJ_s'(s\epsilon)$. The mean of $(1-\epsilon\cos u)e^{i\omega t}$ vanishes, being that of a total derivative, so the mean of $\cos u\,e^{i\omega t}$ is $J_s(s\epsilon)/\epsilon$. Hence

$$|x_s|=\frac{n^2}s|J_s'(s\epsilon)|,\qquad |y_s|=\frac{n^2\sqrt{1-\epsilon^2}}{s\epsilon}|J_s(s\epsilon)| .$$

With $L^2=n^2(1-\epsilon^2)$, $L\,dL$ becomes $n^2\epsilon\,d\epsilon$ in magnitude, and with $z=s\epsilon$

$$S=\frac{2n^6}{s^4}\int_0^s\left[zJ_s'^2+\left(\frac{s^2}z-z\right)J_s^2\right]dz=\frac{2n^6}{s^3}J_s(s)J_s'(s).$$

By Bessel's equation the bracket is the derivative of $zJ_sJ_s'$. Division by $S_K=2n^6/(\pi\sqrt3\,s^4)$ gives

$$g\to\pi\sqrt3\,s\,J_s(s)J_s'(s)\qquad(n'\to\infty,\ s\ \text{fixed}).$$

This is 0.7786 for $s=1$, 0.893 for $s=3$, 0.953 for $s=10$ and 0.998 for $s=1000$. The exact value for $40\to41$ is 0.7785. Large quantum numbers alone therefore do not bring $g$ to 1; the step must be large too.

**The first Lyman line.** For $1\to2$ the radial functions are $u'=2re^{-r}$ and $u=r^2e^{-r/2}/(2\sqrt6)$. Then

$$R=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt6}\left(\frac23\right)^5,\qquad S=R^2=1.66479 .$$

With $\omega=\frac38$, equation (1) gives $f=\frac23\cdot\frac38\,S=8192/19683=0.4162$. Kramers' formula gives $f_K=1.96028\,(4/3)^3/8=0.5808$. The ratio is $g=0.4162/0.5808=0.717$.

**The first Balmer line.** For $2\to3$ three radial integrals are needed. The functions are $u_{21}$, which is the $u$ just used, and

$$u_{20}=\frac r{\sqrt2}\left(1-\frac r2\right)e^{-r/2},\qquad u_{30}=\frac{2r}{3\sqrt3}\left(1-\frac{2r}3+\frac{2r^2}{27}\right)e^{-r/3},$$

$$u_{31}=\frac{8r^2}{27\sqrt6}\left(1-\frac r6\right)e^{-r/3},\qquad u_{32}=\frac{4r^3}{81\sqrt{30}}\,e^{-r/3}.$$

Every term is of the form $\int_0^\infty r^ke^{-5r/6}dr=k!\,(6/5)^{k+1}$. The results are $R^2=9.3931$ for 2s→3p, $0.8806$ for 2p→3s and $22.5434$ for 2p→3d. The weights in (2) are 1, 1 and 2, so $S=9.3931+0.8806+2(22.5434)=55.3605$. With $\omega=5/72$,

$$f=\frac23\cdot\frac5{72}\cdot\frac{55.3605}4=0.6407,\qquad f_K=1.96028\,\frac{(36/5)^3}{32\cdot27}=0.8468,$$

and $g=0.757$. The same procedure gives the next lines of both series:

| $n'\to n$ | energy (eV) | $f$ | $f_K$ | $g$ |
|---|---|---|---|---|
| 1→2 | 10.204 | 0.4162 | 0.5808 | 0.717 |
| 1→3 | 12.094 | 0.0791 | 0.1034 | 0.765 |
| 1→4 | 12.755 | 0.0290 | 0.0372 | 0.780 |
| 2→3 | 1.890 | 0.6407 | 0.8468 | 0.757 |
| 2→4 | 2.551 | 0.1193 | 0.1452 | 0.822 |
| 2→5 | 2.857 | 0.0447 | 0.0529 | 0.844 |

In this model (infinitely heavy nucleus, no relativistic or spin corrections) the two leading lines have vacuum wavelengths of 1215 and 6561 Å. Their values of $n'^3\omega$ are 0.375 and 0.556, so neither satisfies the condition $n'^3\omega\gg1$. Kramers' formula exceeds the exact strength by about 40% of the exact value for the first Lyman line and 32% for the first Balmer line. It still gives the right order of magnitude, and $g$ supplies the remaining factor.
